# Energy of a point defect in a crystal under equal-biaxial tension: verification in Python

```python
# Result under test: a defect with isotropic relaxation volume dV changes its
# excess enthalpy under equal-biaxial tension s by -(2/3)*s*dV (first order).
# Excess enthalpy: (crystal + load) with defect minus the same without defect.
# Omega: relaxation tensor = reference volume * strain of the stress-free cell.
# P: elastic dipole = minus the strain derivative of the energy at zero strain.
# The test crystal is fcc with nearest-neighbour Morse bonds (a round model);
# its atoms and cell edges are relaxed by Newton steps without linearization.
# Internal units: eV and angstrom. Stress is nominal (per reference area).
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse import csr_matrix, bsr_matrix

GPA = 1e9 * const.angstrom**3 / const.e          # eV/angstrom^3 per GPa
HARTREE = const.physical_constants["Hartree energy in eV"][0]
KB = const.k / const.e                           # eV/K
LATTICE, DEPTH, ALPHA = 4.5, 0.7, 1.0            # Morse crystal parameters
BOND = LATTICE / np.sqrt(2)
TARGET = 20.0                                    # relaxation volume
BIAXIAL = np.array([1.0, 1.0, 0.0])


class Cell:
    """Periodic fcc cell; unknowns are atom shifts (atom 0 fixed) and strains."""

    def __init__(self, n):
        m = 2 * n
        sites = [(i, j, k) for i in range(m) for j in range(m)
                 for k in range(m) if (i + j + k) % 2 == 0]
        index = {s: q for q, s in enumerate(sites)}
        half_shell = [(1, 1, 0), (1, -1, 0), (1, 0, 1),
                      (1, 0, -1), (0, 1, 1), (0, 1, -1)]
        self.natoms = len(sites)
        self.volume = (n * LATTICE)**3
        rows, cols, vals, vectors, touches = [], [], [], [], []
        for s in sites:
            for v in half_shell:
                t = tuple((s[c] + v[c]) % m for c in range(3))
                i, j, b = index[s], index[t], len(vectors)
                vec = np.array(v) * LATTICE / 2
                vectors.append(vec)
                touches.append(i == 0 or j == 0)
                for c in range(3):
                    rows += [3 * b + c] * 3
                    cols += [3 * j + c, 3 * i + c, 3 * self.natoms + c]
                    vals += [1.0, -1.0, vec[c]]
        self.vectors = np.array(vectors)
        self.touches = np.array(touches)
        full = csr_matrix((vals, (rows, cols)),
                          shape=(3 * len(vectors), 3 * self.natoms + 3))
        self.map = full[:, 3:].tocsr()
        self.nvar = self.map.shape[1]
        self.host = np.full(len(vectors), BOND)

    def evaluate(self, x, rest, load):
        """Enthalpy, gradient and Hessian for bond rest lengths and a load."""
        d = self.vectors + (self.map @ x).reshape(-1, 3)
        r = np.linalg.norm(d, axis=1)
        q = np.exp(-ALPHA * (r - rest))
        first = 2 * DEPTH * ALPHA * q * (1 - q)
        second = 2 * DEPTH * ALPHA**2 * q * (2 * q - 1)
        unit = d / r[:, None]
        outer = unit[:, :, None] * unit[:, None, :]
        blocks = (second[:, None, None] * outer
                  + (first / r)[:, None, None] * (np.eye(3) - outer))
        nb = len(r)
        stiff = bsr_matrix((blocks, np.arange(nb), np.arange(nb + 1)),
                           shape=(3 * nb, 3 * nb)).tocsr()
        hess = (self.map.T @ stiff @ self.map).toarray()
        grad = self.map.T @ (first[:, None] * unit).ravel()
        grad[-3:] -= self.volume * load
        energy = DEPTH * np.sum((1 - q)**2) - self.volume * load @ x[-3:]
        return energy, grad, hess

    def relax(self, rest, load=np.zeros(3), held_strain=None):
        """Minimum over atoms and cell, or over atoms at a held strain."""
        x = np.zeros(self.nvar)
        nfree = self.nvar
        if held_strain is not None:
            x[-3:] = held_strain
            nfree -= 3
        for _ in range(60):
            energy, grad, hess = self.evaluate(x, rest, load)
            step = -np.linalg.solve(hess[:nfree, :nfree], grad[:nfree])
            size = np.max(np.abs(step))
            if size < 1e-10:
                np.linalg.cholesky(hess[:nfree, :nfree])  # a true minimum
                return energy, x, grad
            x[:nfree] += step * min(1.0, 0.3 / size)
        raise AssertionError("relaxation did not converge")


def oversized(cell, extension):
    return cell.host + extension * cell.touches


def volume_change(cell, x):
    return cell.volume * (np.prod(1 + x[-3:]) - 1)


def excess(cell, rest, load_gpa):
    load = np.asarray(load_gpa) * GPA
    return cell.relax(rest, load)[0] - cell.relax(cell.host, load)[0]


# Tune the oversized atom so that the stress-free cell grows by the target.
cells = {n: Cell(n) for n in (2, 3, 4)}
big = cells[4]
assert all(c.touches.sum() == 12 for c in cells.values())
extension = brentq(lambda t: volume_change(
    big, big.relax(oversized(big, t))[1]) - TARGET, 0.2, 0.6, xtol=1e-8)
defect = oversized(big, extension)
energy0, x0, _ = big.relax(defect)
omega = big.volume * x0[-3:]
grown = volume_change(big, x0)
assert abs(grown - TARGET) < 1e-4
assert np.ptp(omega) < 1e-6                      # isotropic by site symmetry

# Response to load, from relaxed enthalpies only.
h = 0.1
shift = {s: excess(big, defect, s * BIAXIAL) - energy0
         for s in (-h, h, 2 * h, 1.0)}
slope = (shift[h] - shift[-h]) / (2 * h)
slope_formula = -2 / 3 * grown * GPA
# Tolerance: trace of strain and true volume change differ by the cell strain.
assert abs(slope / slope_formula - 1) < 3e-3
remainder = {s: shift[s] + s * GPA * omega[:2].sum() for s in (h, 2 * h)}
assert abs(remainder[h]) < 0.3 * abs(remainder[2 * h])
nonlinear = shift[1.0] / (slope * 1.0) - 1
assert abs(nonlinear) < 0.2


def load_slope(cell, rest, direction):
    direction = np.array(direction, float)
    return (excess(cell, rest, h * direction)
            - excess(cell, rest, -h * direction)) / (2 * h)


slope_uni = load_slope(big, defect, [1, 0, 0])
slope_hyd = load_slope(big, defect, [1, 1, 1])
# Tolerance: central differences leave a small cubic term in the stress.
assert abs(slope / slope_uni - 2) < 5e-3
assert abs(slope_hyd / slope_uni - 3) < 5e-3

# Dipole route in fixed cells, and convergence with cell size.
table = {}
for n, cell in cells.items():
    rest = oversized(cell, extension)
    _, x_free, _ = cell.relax(rest)
    _, _, g_fixed = cell.relax(rest, held_strain=np.zeros(3))
    dipole = -g_fixed[-3:]
    hess_perfect = cell.evaluate(np.zeros(cell.nvar), cell.host,
                                 np.zeros(3))[2][-3:, -3:]
    omega_dipole = cell.volume * np.linalg.solve(hess_perfect, dipole)
    table[n] = (cell.natoms, volume_change(cell, x_free), omega_dipole.sum())
gap = {n: abs(t[2] / t[1] - 1) for n, t in table.items()}
assert gap[4] < 0.05 and gap[4] < gap[2]
stiffness_model = hess_perfect / big.volume
strain = np.linalg.solve(stiffness_model, h * GPA * BIAXIAL)


def excess_at_strain(e):
    return (big.relax(defect, held_strain=e)[0]
            - big.relax(big.host, held_strain=e)[0])


fixed_change = (excess_at_strain(strain) - excess_at_strain(-strain)) / 2
assert abs(fixed_change / (-dipole @ strain) - 1) < 5e-3

# A defect swollen only in the film plane needs the full tensor.
mid = cells[3]
in_plane = mid.touches & (np.abs(mid.vectors[:, 2]) < 1e-9)
flat = mid.host + 0.3 * in_plane
omega_flat = mid.volume * mid.relax(flat)[1][-3:]
slope_flat = load_slope(mid, flat, BIAXIAL)
tensor_flat = -omega_flat[:2].sum() * GPA
trace_flat = -2 / 3 * omega_flat.sum() * GPA
assert abs(slope_flat / tensor_flat - 1) < 5e-3
assert abs(slope_flat / trace_flat - 1) > 0.05

# Worked example: (001) InSb film; material inputs are rough typical values.
stress = 1.0
c11, c12, a_insb = 67.0, 36.0, 6.48
gap_insb, gap_per_gpa, shear_potential = 0.17, 0.14, -2.0
t_room, t_growth = 300.0, 650.0
stiffness = np.full((3, 3), c12) + (c11 - c12) * np.eye(3)
film = np.linalg.solve(stiffness, stress * BIAXIAL)
dipole_film = stiffness @ np.full(3, TARGET / 3) * GPA
result = -2 / 3 * stress * GPA * TARGET
result_strain = -dipole_film @ film
assert abs(result - result_strain) < 1e-12
assert abs(result + 0.083) < 0.0005
site = a_insb**3 / 8
site_energy = 0.5 * stress * GPA * (BIAXIAL @ film) * site
gap_drop = gap_per_gpa * stress * BIAXIAL.sum() / 3
jz = np.array([1.5, 0.5, -0.5, -1.5])
valence_rise = np.max(shear_potential * (jz**2 - 1.25) * (film[2] - film[0]))
share = 0.40
uneven = -stress * GPA * TARGET * (1 - share)

print("MAIN RESULT")
print(f"biaxial tension: {stress:.1f} GPa")
print(f"relaxation volume: {TARGET:.1f} angstrom^3")
print(f"1 GPa as energy density: {GPA:.7f} eV/angstrom^3")
print(f"trace of stress: {stress * BIAXIAL.sum():.1f} GPa")
print(f"energy change, fixed stress: {result:.5f} eV")
print(f"same in atomic units: {result / HARTREE:.6f} hartree")
print(f"wrong value if factor 2/3 is left out: {1.5 * result:.5f} eV")
print("InSb FILM (rough material inputs)")
print(f"C11, C12: {c11:.0f}, {c12:.0f} GPa; lattice: {a_insb:.2f} angstrom")
print(f"in-plane strain: {100 * film[0]:.3f} %")
print(f"normal strain: {100 * film[2]:.3f} %")
print(f"volume strain: {100 * film.sum():.3f} %")
print(f"dipole component: {dipole_film[0]:.4f} eV")
print(f"energy change from dipole and strain: {result_strain:.5f} eV")
for temp in (t_room, t_growth):
    print(f"Boltzmann factor at {temp:.0f} K: {np.exp(-result/(KB*temp)):.2f}")
print("NEGLECTED EFFECTS, InSb numbers")
print(f"volume per atom: {site:.2f} angstrom^3")
print(f"strain energy in one atomic volume: {site_energy:.5f} eV")
print(f"uneven defect, normal share {share:.2f}: {uneven:.5f} eV")
print(f"rough gap: {gap_insb:.2f} eV")
print(f"rough gap pressure coefficient: {gap_per_gpa:.2f} eV/GPa")
print(f"rough shear deformation potential: {shear_potential:.1f} eV")
print(f"gap drop from mean stress: {gap_drop:.3f} eV")
print(f"further rise of valence top by shear: {valence_rise:.3f} eV")
print("MORSE SUPERCELL (round model parameters)")
print(f"fcc lattice constant: {LATTICE:.1f} angstrom")
print(f"well depth: {DEPTH:.1f} eV; range: {ALPHA:.1f} 1/angstrom")
print(f"model C11: {stiffness_model[0, 0] / GPA:.1f} GPa")
print(f"model C12: {stiffness_model[0, 1] / GPA:.1f} GPa")
print(f"defect bond extension, tuned: {extension:.4f} angstrom")
for n, (atoms, relaxed, from_dipole) in table.items():
    print(f"{atoms} atoms: dV by cell relaxation {relaxed:.3f}, "
          f"by residual stress {from_dipole:.3f} angstrom^3")
print(f"dV shift, last cell step: {table[4][1]-table[3][1]:.3f} angstrom^3")
print(f"slope from relaxed enthalpies: {slope:.5f} eV/GPa")
print(f"slope from formula: {slope_formula:.5f} eV/GPa")
print(f"uniaxial slope: {slope_uni:.5f} eV/GPa")
print(f"hydrostatic slope: {slope_hyd:.5f} eV/GPa")
print(f"full change at 1 GPa: {shift[1.0]:.5f} eV")
print(f"nonlinear correction at 1 GPa: {100 * nonlinear:.2f} %")
print(f"remainder at {h:.1f} GPa: {remainder[h]:.3e} eV")
print(f"remainder at {2 * h:.1f} GPa: {remainder[2 * h]:.3e} eV")
print(f"flat defect Omega_xx: {omega_flat[0]:.3f} angstrom^3")
print(f"flat defect Omega_zz: {omega_flat[2]:.3f} angstrom^3")
print(f"flat defect slope, relaxed: {slope_flat:.5f} eV/GPa")
print(f"flat defect slope, tensor formula: {tensor_flat:.5f} eV/GPa")
print(f"flat defect slope, isotropic formula: {trace_flat:.5f} eV/GPa")
print("OK")
```

Running it gives:

```
MAIN RESULT
biaxial tension: 1.0 GPa
relaxation volume: 20.0 angstrom^3
1 GPa as energy density: 0.0062415 eV/angstrom^3
trace of stress: 2.0 GPa
energy change, fixed stress: -0.08322 eV
same in atomic units: -0.003058 hartree
wrong value if factor 2/3 is left out: -0.12483 eV
InSb FILM (rough material inputs)
C11, C12: 67, 36 GPa; lattice: 6.48 angstrom
in-plane strain: 1.555 %
normal strain: -1.671 %
volume strain: 1.439 %
dipole component: 5.7838 eV
energy change from dipole and strain: -0.08322 eV
Boltzmann factor at 300 K: 25.01
Boltzmann factor at 650 K: 4.42
NEGLECTED EFFECTS, InSb numbers
volume per atom: 34.01 angstrom^3
strain energy in one atomic volume: 0.00330 eV
uneven defect, normal share 0.40: -0.07490 eV
rough gap: 0.17 eV
rough gap pressure coefficient: 0.14 eV/GPa
rough shear deformation potential: -2.0 eV
gap drop from mean stress: 0.093 eV
further rise of valence top by shear: 0.065 eV
MORSE SUPERCELL (round model parameters)
fcc lattice constant: 4.5 angstrom
well depth: 0.7 eV; range: 1.0 1/angstrom
model C11: 99.7 GPa
model C12: 49.8 GPa
defect bond extension, tuned: 0.3323 angstrom
32 atoms: dV by cell relaxation 19.973, by residual stress 20.544 angstrom^3
108 atoms: dV by cell relaxation 19.993, by residual stress 20.159 angstrom^3
256 atoms: dV by cell relaxation 20.000, by residual stress 20.069 angstrom^3
dV shift, last cell step: 0.007 angstrom^3
slope from relaxed enthalpies: -0.08313 eV/GPa
slope from formula: -0.08322 eV/GPa
uniaxial slope: -0.04156 eV/GPa
hydrostatic slope: -0.12469 eV/GPa
full change at 1 GPa: -0.08449 eV
nonlinear correction at 1 GPa: 1.64 %
remainder at 0.1 GPa: -1.287e-05 eV
remainder at 0.2 GPa: -5.180e-05 eV
flat defect Omega_xx: 5.186 angstrom^3
flat defect Omega_zz: -4.949 angstrom^3
flat defect slope, relaxed: -0.06473 eV/GPa
flat defect slope, tensor formula: -0.06473 eV/GPa
flat defect slope, isotropic formula: -0.02256 eV/GPa
OK
```
